\section*{Capacitance-Voltage Profiling of an Abrupt Doping Step}

\section{The reading of the instrument}

\textbf{Q:} I have a Schottky diode on n-type silicon whose donor density drops abruptly at a known depth. I shall profile it by capacitance. The reverse bias pushes the depletion edge inward, the capacitance tells me where the edge is, and the rate of change tells me how many donors the edge has just uncovered. With fine enough bias steps I should therefore see the abrupt drop.

\textbf{A:} Which formulas turn your readings into a profile?

\textbf{Q:} With $C$ the capacitance per area, $V$ the reverse bias and $\varepsilon$ the permittivity,
\begin{equation}
W=\frac{\varepsilon}{C},\qquad
N_{cv}=\frac{2}{q\varepsilon}\left[\frac{d(C^{-2})}{dV}\right]^{-1}.
\label{eq:extract}
\end{equation}
I plot $N_{cv}$ against $W$ and call it the donor density.

\textbf{A:} Let us see what these formulas contain before giving them that name. Let $Q$ be the positive charge per area in the semiconductor, so that $C=dQ/dV$. Since $C^{-2}=W^2/\varepsilon^2$,
\begin{equation}
\frac{d(C^{-2})}{dV}=\frac{2W}{\varepsilon^2}\frac{dW}{dV}
\quad\Rightarrow\quad
N_{cv}=\frac{\varepsilon}{qW}\frac{dV}{dW}.
\end{equation}
The definition of $W$ also gives $dV=dQ/C=W\,dQ/\varepsilon$. Inserting this,
\begin{equation}
qN_{cv}=\frac{dQ}{dW}.
\label{eq:dqdw}
\end{equation}
So $N_{cv}$ is added charge per added apparent depth. Donors have not entered yet. They enter through your picture of an edge, with every electron gone on one side and none missing on the other.

\section{Where the added charge sits}

\textbf{Q:} What else could $W$ be, if not the position of that edge?

\textbf{A:} Put the contact at $x=0$. The donors $N(x)$ are fixed and fully ionized, and $n(x)$ is the electron density. Holes and traps are neglected, and the electrons follow the test signal. The potential $\phi$ obeys
\begin{equation}
\phi''=-\frac{q}{\varepsilon}(N-n),\qquad \phi(\infty)=\phi'(\infty)=0 .
\label{eq:poisson}
\end{equation}
One integration from $0$ to $\infty$ gives $\varepsilon\phi'(0)=q\int_0^\infty(N-n)\,dx=Q$. The band bending is $\psi=-\phi(0)=\int_0^\infty\phi'\,dx$. Integrating by parts, with a vanishing boundary term $x\phi'$,
\begin{equation}
\psi=-\int_0^\infty x\phi''\,dx=\frac{q}{\varepsilon}\int_0^\infty x(N-n)\,dx .
\label{eq:psi}
\end{equation}
Now raise the bias by $dV=d\psi$. The donors stay and the electron density changes by $\delta n$, so
\begin{equation}
dQ=-q\int_0^\infty\delta n\,dx,\qquad
dV=-\frac{q}{\varepsilon}\int_0^\infty x\,\delta n\,dx,
\end{equation}
and hence
\begin{equation}
W=\varepsilon\frac{dV}{dQ}=\frac{\int x\,\delta n\,dx}{\int\delta n\,dx}.
\label{eq:centroid}
\end{equation}
The apparent depth is the centroid of the electrons removed by the test signal. A centroid says nothing about how widely those electrons are spread.

\textbf{Q:} Then how wide is the layer they come from? If it is an atomic spacing, I lose nothing.

\textbf{A:} Take uniform doping $N$. Let the electrons obey Boltzmann statistics with a flat quasi-Fermi level up to the depletion edge, so that $n=Ne^{\phi/V_T}$ with $V_T=kT/q$. Near the contact this expression need not hold under reverse bias, but $n$ is negligible there. Write $u=\phi/V_T$. Multiplying (\ref{eq:poisson}) by $\phi'$ and integrating from the bulk, where $\phi$ and $\phi'$ vanish, gives
\begin{equation}
\frac{\varepsilon}{2}\phi'^2=qV_TN\,(e^u-1-u).
\label{eq:first}
\end{equation}
At the contact $u=-\psi/V_T$ is large and negative, so $e^u$ can be dropped. With $Q=\varepsilon\phi'(0)$,
\begin{equation}
Q^2=2\varepsilon qN(\psi-V_T).
\label{eq:uniform}
\end{equation}
Differentiation gives $Q\,dQ=\varepsilon qN\,dV$, so $W=Q/(qN)$, and (\ref{eq:dqdw}) returns $N_{cv}=N$. In a uniform region your method is right.

For the thickness of the layer, note that more bias translates the whole electron profile inward. The removed electrons are then distributed as $n'(x)/N$, which integrates to one. Its second moment, by parts and with (\ref{eq:psi}), is
\begin{equation}
\int_0^\infty x^2\frac{n'}{N}\,dx=\frac{2}{N}\int_0^\infty x(N-n)\,dx=\frac{2\varepsilon\psi}{qN}.
\end{equation}
The boundary term vanishes because $x^2(N-n)$ is zero at both ends. Subtracting $W^2=2\varepsilon(\psi-V_T)/(qN)$ leaves the variance
\begin{equation}
\sigma^2=\frac{2\varepsilon V_T}{qN}=2L^2,\qquad
L=\sqrt{\frac{\varepsilon V_T}{qN}} ,
\label{eq:sigma}
\end{equation}
where $L$ is the Debye length. The layer has a standard deviation of $\sqrt2\,L$, whatever the bias. In a uniform region this does no harm, because every part of the layer sees the same doping.

\section{The step}

\textbf{Q:} At my step the parts do see different doping. But perhaps the centroid and the charge conspire, and $N_{cv}=N$ survives there too.

\textbf{A:} That can be decided without solving for the transition. Let $N=N_1$ for $x<x_s$ and $N=N_2$ beyond, with $\phi=0$ in the deep $N_2$ bulk and $n=N_2e^{\phi/V_T}$. Compare two biases, one with the edge many Debye lengths before the step and one with it well beyond.

In the first state, $a$, a neutral plateau with $n=N_1$ remains between edge and step. Its potential is $V_s=V_T\ln(N_1/N_2)$, so the contact lies $\psi_a+V_s$ below the plateau. Up to exponentially small terms, (\ref{eq:uniform}) applies with this drop:
\begin{equation}
Q_a=qN_1W_a,\qquad
\psi_a+V_s=V_T+\frac{qN_1W_a^2}{2\varepsilon}.
\label{eq:a}
\end{equation}

In the second state, $b$, electrons are negligible up to $x_s$. Let $Q_s$ be the charge beyond the step and $\psi_s=-\phi(x_s)$. The region beyond is uniform, so $\psi_s=V_T+Q_s^2/(2\varepsilon qN_2)$. In front of the step $\varepsilon\phi'=Q_s+qN_1(x_s-x)$, and integration over $0<x<x_s$ gives
\begin{equation}
\psi_b=\psi_s+\frac{1}{\varepsilon}\left(Q_sx_s+\tfrac12qN_1x_s^2\right).
\end{equation}
Because $dQ_b=dQ_s$, the apparent depth is $W_b=\varepsilon\,d\psi_b/dQ_s=x_s+Q_s/(qN_2)$. Therefore
\begin{align}
Q_b&=qN_1x_s+qN_2(W_b-x_s),\label{eq:qb}\\
\psi_b&=V_T+\frac{q}{2\varepsilon}\left[N_1x_s^2+N_2(W_b^2-x_s^2)\right].\label{eq:psib}
\end{align}
The last line uses $(W_b-x_s)^2+2x_s(W_b-x_s)=W_b^2-x_s^2$.

By (\ref{eq:dqdw}), $\int N_{cv}\,dW=(Q_b-Q_a)/q$ between the two states. Equations (\ref{eq:a}) and (\ref{eq:qb}) show that this equals the number of donors per area between $W_a$ and $W_b$:
\begin{equation}
\int(N_{cv}-N)\,dW=0 .
\label{eq:m0}
\end{equation}
For the first moment use $W\,dQ=\varepsilon\,dV$, so that $\int N_{cv}W\,dW=\varepsilon(\psi_b-\psi_a)/q$. Subtracting (\ref{eq:a}) from (\ref{eq:psib}),
\begin{equation}
\psi_b-\psi_a=\frac{q}{\varepsilon}\int_{W_a}^{W_b}Nx\,dx+V_s ,
\end{equation}
and hence
\begin{equation}
\int(N_{cv}-N)\,W\,dW=\frac{\varepsilon V_T}{q}\ln\frac{N_1}{N_2}=N_2L_2^2\ln\frac{N_1}{N_2},
\label{eq:m1}
\end{equation}
where $L_2$ is the Debye length for $N_2$. If $N_{cv}$ were equal to $N$, the left side would vanish. Within this model the right side does not, for any $N_1\neq N_2$ at finite temperature. The apparent profile keeps the donor count but moves some of it, deeper for a high-low step and shallower for a low-high one.

\section{A silicon diode}

\textbf{Q:} I accept that the profile is wrong somewhere. How badly, in nanometres?

\textbf{A:} Let us simulate the measurement at 300 K with rough typical values: relative permittivity 11.7, barrier 0.75 eV, $N_1=5\times10^{16}$ and $N_2=5\times10^{15}$ cm$^{-3}$, and the step at 300 nm. The Debye lengths are $L_1=18.3$ nm and $L_2=57.8$ nm. Equation (\ref{eq:poisson}) is solved on a grid for reverse biases from 0 to 5 V. Charge differences over 10 mV give $C$, and your formulas (\ref{eq:extract}) do the rest.

At 2.5 V, for example, $C=35.68$ nF/cm$^2$. With $\varepsilon=1.036\times10^{-12}$ F/cm,
\begin{equation}
W=\frac{1.036\times10^{-12}}{35.68\times10^{-9}}\ \mathrm{cm}=290\ \mathrm{nm}.
\end{equation}
This is 10 nm in front of the step, where the donor density is still $5\times10^{16}$ cm$^{-3}$. The extracted density is $3.03\times10^{16}$ cm$^{-3}$, which is 39\% below the donor density. Around the step, in units of $10^{15}$ cm$^{-3}$:
\begin{center}
\begin{tabular}{rrrr}
$x-x_s$ (nm) & $N$ & $n$ at rest & $N_{cv}$\\
$-60$ & 50 & 48.5 & 47.9\\
$-20$ & 50 & 38.2 & 35.9\\
$0$ & step & 23.8 & 25.0\\
$20$ & 5 & 13.7 & 16.4\\
$60$ & 5 & 7.9 & 8.6\\
$150$ & 5 & 5.5 & 5.2
\end{tabular}
\end{center}
The third column is the electron density with the step undisturbed by the contact. At 20 nm beyond the step the apparent density is more than three times the donor density.

The fall from 90\% to 10\% of the step height takes 97.5 nm, or $1.7L_2$; with a finer grid and a vanishing test signal this becomes 97.4 nm. To read the doping within 5\% you must stay 57 nm in front of the step or go 143 nm beyond it. These distances are $3.1L_1$ and $2.5L_2$, each in the Debye length of its own side.

\textbf{Q:} Does the simulation obey your moment rules?

\textbf{A:} The count in (\ref{eq:m0}) is violated by $2\times10^{-4}$ of $N_2L_2$, a numerical residue. For the first moment, (\ref{eq:m1}) predicts
\begin{equation}
(5\times10^{15})(5.78\times10^{-6})^2\ln10\ \mathrm{cm^{-1}}=3.85\times10^{5}\ \mathrm{cm^{-1}},
\end{equation}
and the simulated profile agrees within 0.1\%. The three first-moment lines in the numerical output are labelled cm$^{-1}$ but are too small by a factor of 100; multiplied by 100 they are in that unit. The comparison between them is unaffected.

The transition was also computed by a second route. For five values of $\phi(x_s)/V_T$ between $1.3$ and $-4$, (\ref{eq:first}) gives the field at the step, and (\ref{eq:poisson}) is then integrated back to the contact. The resulting $N_{cv}$ differs from the simulated one by at most about 0.01\%.

\section{The cause}

\textbf{Q:} You take differences of differences. Any such procedure blurs a step. How do I know that the 97.5 nm are not your bias increments?

\textbf{A:} Feed the same procedure with a capacitance that has no electron tails. In the depletion approximation the charge is $q\int_0^{W}N\,dx$ with a sharp edge. With the same doping, bias range and increments, the extracted 10--90\% width is 1.5 nm. It lies between about 1 and 2 nm depending on where the step falls between two bias points. That is the blur of the procedure here. What remains is due to the mobile electrons.

Their role also fixes how the width scales. With $\xi=x/L_2$ and $u=\phi/V_T$, (\ref{eq:poisson}) becomes
\begin{equation}
\frac{d^2u}{d\xi^2}=e^u-\frac{N}{N_2}.
\end{equation}
The only parameter left in the transition is $N_1/N_2$, so at a fixed ratio the width is proportional to $L_2$, that is, to $\sqrt{T/N_2}$ at fixed permittivity. As a test, $V_T$ was divided by four with the doping, the zero-bias band bending and full ionization held fixed. The width fell to 48.7 nm, half of 97.5 nm. This tests the model's scaling; it does not predict a diode at 75 K, where donors would no longer be fully ionized.

\textbf{Q:} Then I shall etch the surface and bring the contact closer to the step. A shallower feature should be resolved better.

\textbf{A:} Consider the reverse, an extra thickness $d$ of fully depleted $N_1$ material at the contact. It adds the constant charge $qN_1d$, so $dQ$ is unchanged. The field $Q/\varepsilon$ at the old contact position now also acts across $d$, which adds $Qd/\varepsilon$ plus a constant to the band bending. Hence
\begin{equation}
W'=\varepsilon\frac{d\psi'}{dQ}=\varepsilon\frac{d\psi}{dQ}+d=W+d .
\end{equation}
The curve moves by $d$ and keeps its shape. With the step at 400 nm instead of 300 nm, at the same doping and temperature and with the bias range extended to 8 V to reach the deeper step, the simulated width is again 97.5 nm. The condition is that the layer in front of the transition is fully depleted. A contact so close that the transition is already partly depleted at zero bias loses part of the curve altogether.

\textbf{Q:} And if the doping rises with depth instead of falling?

\textbf{A:} The derivation of (\ref{eq:m1}) did not assume $N_1>N_2$; the logarithm changes sign. With the two densities exchanged and the step placed at 1000 nm, so that the lightly doped layer is not depleted up to the step at zero bias, and with the bias range extended to 13 V, the simulated first moment is $-3.85\times10^5$ cm$^{-1}$. The 10--90\% width is 79.6 nm, narrower than the 97.5 nm of the falling step. The moment rules do not explain this difference, since they fix two integrals of the curve and not its shape.

\section{What the profile stands for}

\textbf{Q:} Your table suggests a simple repair. $N_{cv}$ follows the electron density at rest. May I say that I measure $n(x)$ instead of $N(x)$?

\textbf{A:} As a first correction, yes; as an identity, no. First, what they share. At rest the field vanishes on both sides of the step, so by Gauss's law $\int(n-N)\,dx=0$. For the first moment, integrate by parts across the step:
\begin{equation}
\int x(n-N)\,dx=\frac{\varepsilon}{q}\int x\phi''\,dx=-\frac{\varepsilon}{q}\int\phi'\,dx=\frac{\varepsilon}{q}V_s .
\end{equation}
The sign follows because $\phi$ falls from $V_s$ to zero. These are the same two moments as those of $N_{cv}$.

At the step itself $n$ has a closed form. Equation (\ref{eq:first}) holds on the $N_2$ side. On the $N_1$ side it holds with $N_1$ and with $u-\ln r$ in place of $u$, where $r=N_1/N_2$. The field is continuous, and $N_1e^{u-\ln r}=N_2e^u$ cancels, which leaves
\begin{equation}
-N_2(1+u)=-N_1(1+u-\ln r)
\;\Rightarrow\;
u(x_s)=\frac{r\ln r}{r-1}-1 .
\end{equation}
For $r=10$ this is $1.558$, so $n(x_s)=4.75N_2=2.38\times10^{16}$ cm$^{-3}$, as in the table. The apparent density there is $2.50\times10^{16}$ cm$^{-3}$. The largest gap between the two curves is $2.9\times10^{15}$ cm$^{-3}$, found 13 nm beyond the step. That is 58\% of $N_2$.

Far beyond the step the order reverses. At 150 nm, $n$ is still 10\% above $N_2$ but $N_{cv}$ only 4\%, so there the apparent density is closer to the donor density than to $n$. The two approach $N_2$ by different laws. At rest and for small $u$, the scaled equation reads $d^2u/d\xi^2=u$, so $n-N_2$ decays as $e^{-(x-x_s)/L_2}$. During profiling, (\ref{eq:qb}) holds as soon as no electrons are left at the step, and by (\ref{eq:dqdw}) it gives $N_{cv}=N_2$. The excess of $N_{cv}$ over $N_2$ therefore disappears with the electrons remaining at the step. With the edge at $W$, the expression for $\psi_s$ gives
\begin{equation}
\frac{n(x_s)}{N_2}=e^{-\psi_s/V_T}\approx\exp\left[-1-\frac{(W-x_s)^2}{2L_2^2}\right],
\end{equation}
which falls faster than any simple exponential. This gives the law of decay, not the size: between 90 and 300 nm beyond the step the relative excess of $N_{cv}$ is about three to five times this expression, by a factor that grows slowly with distance.

\textbf{Q:} Could I at least compute the donors from the curve?

\textbf{A:} If you had $n(x)$ at rest, you could. Inserting $\phi=V_T\ln(n/N_2)$ in (\ref{eq:poisson}) and solving for $N$,
\begin{equation}
N=n-\frac{\varepsilon V_T}{q}\frac{d^2\ln n}{dx^2}.
\end{equation}
You have $N_{cv}$, which at 20 nm beyond the step exceeds $n$ by 20\%, and you would have to differentiate it twice, noise included. A sounder route is to assume a doping profile, simulate the whole $C(V)$ curve as above, and adjust the profile until the curve fits. Differences much finer than a Debye length will then have little weight in the fit.

\section{The real diode}

\textbf{Q:} Which of these numbers would survive in my laboratory?

\textbf{A:} The densities and bias are ordinary for silicon, and most omissions are small for them. At 5 V the peak field under a plane contact is 0.27 MV/cm. With rough ionization coefficients for electrons the ionization integral is 0.05, where breakdown needs about 1. At the rim of a real contact the field can be higher, and the margin is then smaller. The characteristic tunnelling energy is 2.4 meV against $kT=25.9$ meV, so emission near the barrier top dominates. A rough WKB estimate with a mass of 0.2 to 0.26 $m_e$ still lets about 30\% of the electrons pass below the top near zero bias, for a current 15 to 20\% above the classical value, and at 5 V it doubles the leakage or more; the figures depend on the mass and hence on the crystal direction. Image-force lowering of 58 meV raises the leakage current, which is not modelled here. Degeneracy corrects the electron statistics in $N_1$ by 0.06\%, and surface holes at zero bias amount to $1.7\times10^{13}$ cm$^{-3}$, far below the doping. About 2\% of the donors in $N_1$ would be neutral. The discreteness of the donors enters as an energy of about $0.04\,kT$ per electron in $N_2$. This estimate grows as the square root of the doping, to about $0.13\,kT$ in $N_1$, so the smooth-charge picture is itself an approximation, and a rougher one on the denser side. The 10 mV signal moves the edge by 4.3 nm in $N_2$, well below the smearing. At 400 K, $L_2$ grows to 66.8 nm, and the width scales to $97.5\times66.8/57.8=113$ nm. At that temperature the surface holes rise to roughly $2\times10^{15}$ cm$^{-3}$, a few per cent of $N_1$, so their neglect is less safe than at 300 K.

The assumption that a real diode surely breaks is the abrupt step, since growth and annealing spread the donors. If the two widths added in quadrature, which is a guess and not a result of this model, a donor transition of 30 nm would raise 97.5 nm to 102 nm. Read in reverse, a measured width near 100 nm could hardly tell a 30 nm transition from an abrupt one. Traps and series resistance can distort $C(V)$ further, and their size depends on the particular device.

\textbf{Q:} So when my plot shows a soft shoulder 100 nm wide, I may not conclude that the donors have diffused.

\textbf{A:} Not from the shoulder alone. Compute the Debye length on each side first. For these densities at 300 K, an abrupt step already gives that shoulder. The plateaus are another matter: a few Debye lengths away from the step, and within the assumptions above, they do give the doping.

\section*{Numbers as computed}
\begin{verbatim}
Temperature 300 K, VT = 25.85 mV
Relative permittivity 11.7, barrier 0.75 eV
N1 = 5.0e+16, N2 = 5.0e+15 cm^-3
Step depth 300 nm, reverse bias 0 to 5.0 V
Band bending psi at zero bias: 0.527 V
Built-in potential of the step: 59.5 mV
Debye length: N1 18.3 nm, N2 57.8 nm
Bias (V), C (nF/cm^2), W (nm), N_cv (cm^-3):
  0.5  62.55  165.6  4.996e+16
  1.5  44.79  231.3  4.870e+16
  2.5  35.68  290.3  3.026e+16
  3.5  21.84  474.3  5.065e+15
  4.5  14.90  695.3  5.000e+15
Depth - step (nm); doping, electrons, N_cv (1e15 cm^-3):
  -60; 50.0, 48.45, 47.92
  -40; 50.0, 45.56, 44.14
  -20; 50.0, 38.18, 35.94
  +0; step, 23.76, 24.99
  +20; 5.0, 13.68, 16.42
  +40; 5.0, 9.81, 11.38
  +60; 5.0, 7.92, 8.60
  +100; 5.0, 6.24, 6.11
  +150; 5.0, 5.48, 5.19
Bias at which W equals the step depth: 2.621 V
10-90% width of N_cv: 97.5 nm
  = 1.69 L(N2) = 5.33 L(N1)
Half-height point minus step: -4.7 nm
5% below N1 at -56.6 nm
5% above N2 at +143.0 nm
Removed-electron layer, std dev, W at step: 45.3 nm
  same, deep in N2: 81.8 nm
Count excess / (N2 L(N2)): -0.00022
First-moment excess, simulated: 3.8459e+03 cm^-1
  rule: 3.8489e+03 cm^-1
  low-high step, simulated: -3.8499e+03 cm^-1
Low-high 10-90% width (step at 1000 nm): 79.6 nm
Max |N_cv - n|: 2.91e+15 cm^-3 at +12.9 nm
Width, depletion approximation: 1.5 nm
Width, VT/4: 48.7 nm
Width, step at 400 nm: 97.5 nm
Largest N_cv gap between the two roads: 0.01 %
Peak field at 5 V: 0.269 MV/cm
Ionization integral (breakdown near 1): 0.046
Tunnelling energy E00: 2.38 meV
Image-force barrier lowering: 58 meV
Neutral donors in N1 (level 45 meV): 2.0 %
Degeneracy correction in N1: 0.063 %
Surface holes at zero bias: 1.7e+13 cm^-3
Donor discreteness, energy/kT in N2: 0.041
Depth swing of 10 mV signal in N2: 4.3 nm
L(N2) at 400 K: 66.8 nm
\end{verbatim}
